\section*{Charging energy of a 10 nm metallic sphere in silicon}

\section*{Question}

I have to estimate the charging energy of an isolated spherical metallic island of radius 10 nm buried in silicon. The exercise says to use $e^2/C$. Three things stop me.

First, a capacitor has two plates, and I see one sphere. What is $C$? Second, the energy of a charged capacitor is $Q^2/(2C)$, so I would expect $e^2/(2C)$ for one electron. Where did the factor of one half go? Third, how do I judge whether the answer means anything for a real island, say a cobalt disilicide particle in a cold silicon device?

\section*{Answer}

\subsection*{The capacitance of a single sphere}

The second plate is whatever lies very far away, where the potential is taken as zero. Assume that the metal is an ideal conductor, that the silicon is a linear dielectric of relative permittivity $\varepsilon_r$ without mobile carriers, and that all other conductors and surfaces are far from the island.

Put a charge $Q$ on the sphere of radius $R$. By symmetry it spreads evenly over the surface, and the field outside is radial. Gauss's law for a sphere of radius $r>R$ gives
\begin{equation}
\varepsilon_0\varepsilon_r E(r)\,4\pi r^2 = Q
\quad\Rightarrow\quad
E(r)=\frac{Q}{4\pi\varepsilon_0\varepsilon_r r^2}.
\end{equation}
The potential of the sphere is the integral of this field from the surface outwards:
\begin{equation}
V=\int_R^\infty E\,dr
=\frac{Q}{4\pi\varepsilon_0\varepsilon_r}\left[-\frac1r\right]_R^\infty
=\frac{Q}{4\pi\varepsilon_0\varepsilon_r R}.
\end{equation}
Therefore
\begin{equation}
C=\frac{Q}{V}=4\pi\varepsilon_0\varepsilon_r R .
\end{equation}
The permittivity is that of silicon because the field energy is stored in the silicon. The ideal metal has no field inside.

\subsection*{Where the factor of one half goes}

Charge the sphere in small steps. When it carries $q$, its potential is $q/C$, so bringing up $dq$ costs $(q/C)\,dq$, and
\begin{equation}
U(Q)=\int_0^Q\frac{q}{C}\,dq=\frac{Q^2}{2C}.
\end{equation}
With $N$ extra electrons, $Q=-Ne$ and $U(N)=N^2e^2/(2C)$. Negative $N$ means missing electrons. The electrostatic cost of adding the $N$th electron is
\begin{align}
\mu(N)&=U(N)-U(N-1)\\
&=\frac{e^2}{2C}\left[N^2-(N^2-2N+1)\right]
=\left(N-\frac12\right)\frac{e^2}{C}.
\end{align}
Two different energies follow:
\begin{itemize}
\item The first electron on a neutral island costs $\mu(1)=e^2/(2C)$. Removing one from the neutral island costs $U(-1)-U(0)$, which is the same.
\item Successive addition energies differ by $\mu(N+1)-\mu(N)=e^2/C$.
\end{itemize}
Your $e^2/(2C)$ is thus right for one electron on a neutral island. The exercise uses ``charging energy'' for the spacing $e^2/C$. Both conventions are in use, so say which one you mean.

A fixed charge elsewhere in the silicon does not alter this spacing. If it produces a potential $\phi_0$ at the island, it adds $-Ne\phi_0$ to $U(N)$. Every $\mu(N)$ then shifts by $-e\phi_0$, and the differences stay the same.

\subsection*{The number}

Take $\varepsilon_r=11.7$. The combination $e^2/(4\pi\varepsilon_0)=1.44$ eV nm makes the estimate short:
\begin{equation}
\frac{e^2}{C}=\frac{e^2}{4\pi\varepsilon_0}\,\frac{1}{\varepsilon_r R}
=\frac{1.44\ \text{eV nm}}{11.7\times10\ \text{nm}}
=0.0123\ \text{eV}.
\end{equation}
So $e^2/C\approx12$ meV, or $2.0\times10^{-21}$ J. The capacitance is 13.0 aF, and one electron on the neutral island costs $e^2/(2C)=6.15$ meV.

\subsection*{How cold must it be?}

Suppose the island can exchange electrons with a reservoir through a very weak contact, and that the reservoir's Fermi level lies midway between the energies for adding and removing an electron at neutrality. If the island's internal states contribute equally for every $N$, the probability of $N$ extra electrons is
\begin{equation}
p_N=\frac{\exp[-N^2e^2/(2CkT)]}{\sum_M \exp[-M^2e^2/(2CkT)]}.
\end{equation}
When $kT\ll e^2/(2C)$, the states $N=\pm1$ dominate the errors, and the probability of finding the island not neutral is about $2\exp[-e^2/(2CkT)]$. At 4.2 K, $kT=0.362$ meV, the exponent is $-6.15/0.362\approx-17$, and the probability is about $8\times10^{-8}$.

At 77 K, $kT=6.6$ meV exceeds the one-electron cost, and the full sum gives 0.46. At 300 K it gives 0.72, so the charge is no longer well defined. Both figures keep $C$ fixed and ignore mobile carriers in the silicon.

Since $e^2/C\propto1/R$, a larger island needs a lower temperature. At 4.2 K, $e^2/(2C)$ falls to $kT$ at $R\approx10\ \text{nm}\times6.15/0.362\approx170$ nm.

\subsection*{A second case: a gate or a surface nearby}

Let a plane lie at distance $d$ from the centre of the sphere. In this section $k$ is a pure number, the image strength, and not Boltzmann's constant. To leading order in $R/d$, its effect on the island is that of an image charge $kQ$ at distance $2d$ from the centre, so
\begin{equation}
V\approx\frac{Q}{4\pi\varepsilon_0\varepsilon_r}
\left(\frac1R+\frac{k}{2d}\right),
\qquad
\frac{e^2}{C}\approx\frac{e^2}{4\pi\varepsilon_0\varepsilon_rR}
\left(1+\frac{kR}{2d}\right).
\end{equation}

For a metal gate at fixed potential, the part of the potential due to $Q$ must vanish on the plane. There the charge and its image are equally distant, so $1+k=0$ and $k=-1$.

For a silicon--vacuum surface, write the potential in the vacuum as $tQ/(4\pi\varepsilon_0r)$, with $r$ measured from the real charge. Continuity of the potential, and of the normal component of the displacement field, require
\begin{equation}
\frac{1+k}{\varepsilon_r}=t,\qquad 1-k=t.
\end{equation}
The minus sign arises because the image lies on the other side of the plane, so its normal field is reversed. Eliminating $t$,
\begin{equation}
1+k=\varepsilon_r(1-k)
\quad\Rightarrow\quad
k=\frac{\varepsilon_r-1}{\varepsilon_r+1}=\frac{10.7}{12.7}=0.843.
\end{equation}

For $d=50$ nm, $R/(2d)=0.1$. The gate multiplies $e^2/C$ by 0.90, giving 11.1 meV, and the vacuum surface multiplies it by 1.084, giving 13.3 meV. Summing the repeated images between plane and sphere gives the same values to this precision. The gate attracts the added charge and lowers its energy, while the vacuum surface repels it. For a gate almost touching the sphere, the leading-order formula cannot be used: at $d=1.01R$ it gives a factor 0.505, while the full solution gives 0.31. For the vacuum surface it stays within about 3\% even near contact.

\subsection*{The metal is not quite ideal}

In the simplest model, the added charge occupies a thin layer inside the metal. Treat the carriers as a free-electron gas of density $n$ and Fermi energy $E_F$. Since $n\propto E_F^{3/2}$, we have $dn/dE_F=3n/(2E_F)$. A small potential $\phi$, measured from the island's interior, changes the electron density by $e\phi\,dn/dE_F$ and produces the charge density $-e^2\phi\,dn/dE_F$. Poisson's equation becomes
\begin{equation}
\nabla^2\phi=\frac{e^2}{\varepsilon_0}\frac{3n}{2E_F}\,\phi
=\frac{\phi}{\lambda^2},
\qquad
\lambda^2=\frac{2\varepsilon_0E_F}{3ne^2},
\end{equation}
with $E_F$ in joules. For $\lambda\ll R$ the potential decays as $e^{-x/\lambda}$ with depth $x$, so the drop across the layer has magnitude $\lambda E_{\rm in}$, where $E_{\rm in}$ is the field just inside the metal.

The charge is now spread through a layer, with no charge sheet at the boundary. The displacement field is therefore continuous, and $E_{\rm in}=\varepsilon_rE(R)$. Relative to $V=RE(R)$, the extra potential is
\begin{equation}
\frac{\lambda\varepsilon_rE(R)}{RE(R)}=\frac{\varepsilon_r\lambda}{R}.
\end{equation}
A rough carrier density of $3\times10^{22}$ cm$^{-3}$ and the free-electron mass give $E_F=3.52$ eV and $\lambda=0.066$ nm. The relative rise is $11.7\times0.066/10\approx0.077$, or about 0.95 meV.

This is a crude estimate, because $\lambda$ is shorter than an interatomic distance and the model keeps all carriers behind a sharp edge. In a real metal the electrons spill out a little past the edge. This moves the added charge outwards and reduces the rise, by an amount this model cannot give. If the ion cores give the metal a background permittivity $\varepsilon_m$, then $\lambda$ grows as $\sqrt{\varepsilon_m}$ but $E_{\rm in}$ falls as $1/\varepsilon_m$, so the drop shrinks as $1/\sqrt{\varepsilon_m}$.

\subsection*{If the island is superconducting}

Take a rough transition temperature $T_c=1.3$ K, and let the island be well below it. The weak-coupling gap is $\Delta=1.764\,kT_c\approx0.20$ meV. Suppose the neutral island has an even number of electrons. Then odd $N$ leaves one electron unpaired, at an extra cost $\Delta$. The spacing of addition energies is $U(N+1)+U(N-1)-2U(N)$. For even $N$ both neighbours carry the extra $\Delta$; for odd $N$ the middle term carries it twice with a minus sign. Hence
\begin{equation}
\text{even }N:\ \frac{e^2}{C}+2\Delta=12.7\ \text{meV},
\qquad
\text{odd }N:\ \frac{e^2}{C}-2\Delta=11.9\ \text{meV}.
\end{equation}

The bulk gap is a reasonable estimate if the island's level spacing is well below $\Delta$. From $N_c\propto E_F^{3/2}$ at fixed volume, $dE_F=2E_F\,dN_c/(3N_c)$. If the only degeneracy is spin, each level holds two electrons, so $dN_c=2$ and the mean spacing is $4E_F/(3N_c)$. With $N_c=1.26\times10^5$ carriers this is about 0.037 meV, roughly a fifth of $\Delta$ and far below $e^2/C$. This needs an irregular shape, disorder or the crystal band structure to split the levels. In a perfect free-electron sphere a level of angular momentum $l$ holds $2(2l+1)$ electrons, about 160 on average near $E_F$, and distinct levels lie about 3 meV apart, well above $\Delta$.

\subsection*{What this says about a real island}

The values above are rough ones for cobalt disilicide in lightly doped, cold silicon. A real particle need not be spherical, and the free-electron description of its carriers is a simplification. The assumption that a working device must break is isolation: reading or changing the charge normally requires another conductor nearby, such as a gate, a contact or a charge sensor. In the gate example this lowers $e^2/C$ by 10\%, and a closer electrode lowers it further. The other conditions can be sized as follows.
\begin{itemize}
\item \textbf{Permittivity.} A rough low-temperature value of 11.45 raises the ideal result to 12.6 meV.
\item \textbf{Breakdown.} One electron produces a surface field of $12.3\ \text{mV}/10\ \text{nm}=0.0123$ MV/cm, well below a rough breakdown field of 0.3 MV/cm. The built-in field of the metal--silicon contact can be much larger: a potential drop of 0.6 V over a distance of about $R$ means roughly 0.6 MV/cm. This exceeds the bulk breakdown figure, but a drop of 0.6 V cannot start a band-to-band avalanche, because a carrier must gain at least the band gap of about 1.1 eV to create another pair. Shallow donors are far more fragile: a binding energy of about 45 meV is overcome by a field of roughly 0.04 MV/cm, only a few times the one-electron field, and the built-in field exceeds this out to about 40 nm from the centre. In n-type silicon the island may take tens of electrons from donors to set up this field. At $10^{14}$ cm$^{-3}$ the roughly 50 donors needed fill a region of about 0.5 $\mu$m radius, ten times the gate distance used above. If the donor charges then stay fixed, the spacing $e^2/C$ is unchanged. If the edge of the depleted region moves with the island's charge, it acts as a second plate and lowers the spacing, to about 12.1 meV at this doping.
\item \textbf{Tunnelling.} For a gate 50 nm from the centre, 40 nm of silicon separates it from the metal. With a rough rectangular barrier of $\Phi=0.6$ eV and the light transverse mass $m=0.19\,m_e$, the tunnelling probability contains the factor $\exp(-2w\sqrt{2m\Phi}/\hbar)\approx e^{-138}$, where $w=40$ nm. Band bending around the island can lower the barrier and make the exponent smaller, but the factor remains negligible. In a cold device such a gate shifts the island's energies without exchanging electrons with it. At 300 K this fails, because thermionic emission over a 0.6 eV barrier can reach roughly $10^4$ to $10^5$ electrons per second. At low temperature, the weak contact assumed in the temperature estimate needs a much thinner barrier.
\item \textbf{Dopants.} At $10^{14}$ cm$^{-3}$, a sphere of radius 50 nm contains 0.05 dopants on average. A fixed charge there would shift the addition energies together. A charge that moves during the measurement would make them drift.
\end{itemize}

The sharp-edged estimate of field penetration is a rise of about 8 per cent, or 1 meV, and the true correction is not known from this model. The result for the isolated sphere should therefore be quoted as ``roughly 12 meV, uncertain by about 1 meV''. A plane at 50 nm changes it by a similar amount. The numerical output lists the values used here.

\section*{Computed results}
\begin{verbatim}
Radius: 10 nm
Relative permittivity of silicon: 11.7
e^2/(4 pi eps0): 1.4400 eV nm
Capacitance: 13.02 aF
Charging energy e^2/C: 12.31 meV
Charging energy e^2/C: 1.972e-21 J
One-electron energy e^2/(2C): 6.15 meV
One-electron energy from field integral: 6.15 meV
Temperature e^2/(C k): 143 K
kT at 4.2 K: 0.362 meV
Probability not neutral at 4.2 K: 8.26e-08
kT at 77.0 K: 6.635 meV
Probability not neutral at 77.0 K: 4.57e-01
kT at 300.0 K: 25.852 meV
Probability not neutral at 300.0 K: 7.25e-01
Plane distance from centre: 50 nm
Image strength at vacuum surface: 0.843
e^2/C near metal gate: 11.08 meV
e^2/C near vacuum surface: 13.34 meV
Cold relative permittivity (rough): 11.45
e^2/C with cold value: 12.58 meV
Carrier density (rough): 3e+22 cm^-3
Fermi energy: 3.52 eV
Carriers in island: 1.26e+05
Level spacing: 0.0374 meV
Metal screening length: 0.0658 nm
Field penetration, relative rise: 7.7 %
Field penetration, energy rise: 0.95 meV
Transition temperature (rough): 1.3 K
BCS gap Delta: 0.198 meV
Addition spacing around even N: 12.70 meV
Addition spacing around odd N: 11.91 meV
Surface field of one electron: 0.0123 MV/cm
Breakdown field (rough): 0.3 MV/cm
Barrier height (rough): 0.6 eV
Tunnelling mass: 0.19 electron masses
Barrier width to gate: 40 nm
Tunnelling exponent 2 kappa w: 138
Doping (rough): 1e+14 cm^-3
Expected dopants within 50 nm: 0.052
\end{verbatim}
